# Red and Blue Motional Sidebands of a Thermal Trapped Ion

## Problem

An ion of mass $M$ has two electronic levels, $|g\rangle$ and $|e\rangle$, separated by $\hbar\omega_0$. It oscillates along one axis of a harmonic trap with angular frequency $\nu$. A laser of angular frequency $\omega_L$ and wave number $k$ along that axis drives the electronic transition.

The ion starts in $|g\rangle$, and its motion is thermal with mean quantum number $\bar n$. In one series of runs the laser is tuned to $\omega_L=\omega_0-\nu$, the red sideband. In another it is tuned to $\omega_L=\omega_0+\nu$, the blue sideband. The intensity and the pulse duration $t$ are the same in both. At the end of each pulse one measures the probability of finding the ion in $|e\rangle$, called $P_{\rm red}$ or $P_{\rm blue}$.

(a) Which coupling between the electronic levels and the motion does each tuning produce?

(b) What is $P_{\rm red}/P_{\rm blue}$, and how does it depend on the pulse duration?

(c) Evaluate the signals for $\nu/2\pi=1000$ kHz, carrier Rabi frequency $\Omega/2\pi=10$ kHz, Lamb-Dicke parameter $\eta=0.1$ and $\bar n=0.5$. The pulse lasts $t=\pi/(\eta\Omega)$.

Heating, spontaneous emission and laser noise during the pulse are neglected. The parameters are round model values, and frequencies are quoted in kHz because atomic units are unnatural at this scale.

## A first estimate by scaling

The motion enters through the phase $kx$ of the laser wave. With $a$ the lowering operator of the oscillator,
$$
kx=\eta(a+a^\dagger),\qquad \eta=k\sqrt{\frac{\hbar}{2M\nu}} .
$$
Thus $\eta$ compares the size of the ground-state motion with the wavelength. For small $\eta$ the wave factor is $e^{ikx}\approx 1+i\eta(a+a^\dagger)$.

Energy conservation selects one term. On the red sideband the photon is short of energy by $\hbar\nu$, so the ion must give up one motional quantum. The amplitude scales as $\eta\Omega\sqrt n$. On the blue sideband the surplus energy creates a quantum, with amplitude scaling as $\eta\Omega\sqrt{n+1}$.

For a short pulse, probability is the square of coupling times time:
$$
P_{\rm red}\approx\left(\frac{\eta\Omega t}{2}\right)^2\bar n,\qquad
P_{\rm blue}\approx\left(\frac{\eta\Omega t}{2}\right)^2(\bar n+1).
$$
The estimated ratio is $\bar n/(\bar n+1)$, or $1/3$ for $\bar n=0.5$.

The pulse in part (c) is not short, however. It has $\eta\Omega t/2=\pi/2$, and the estimate gives $P_{\rm blue}\approx(\pi/2)^2\times1.5\approx3.7$, which is impossible for a probability. The excitation oscillates, at a different rate for each $n$. Whether the ratio survives this cannot be settled by scaling.

## Exact solution for isolated sidebands

### From the laser wave to the two couplings

Let $\sigma_+=|e\rangle\langle g|$, $\sigma_-=|g\rangle\langle e|$, $\sigma_x=\sigma_++\sigma_-$ and $\sigma_z=|e\rangle\langle e|-|g\rangle\langle g|$. With the constant zero-point energy omitted and the laser phase set to zero,
$$
H=\frac{\hbar\omega_0}{2}\sigma_z+\hbar\nu a^\dagger a+\hbar\Omega\,\sigma_x\cos(kx-\omega_Lt).
$$
Define $D=e^{i\eta(a+a^\dagger)}$, so that
$$
\cos(kx-\omega_Lt)=\tfrac12\left(De^{-i\omega_Lt}+D^\dagger e^{i\omega_Lt}\right).
$$
In the interaction picture of the first two terms of $H$, $\sigma_+$ becomes $\sigma_+e^{i\omega_0t}$ and $a$ becomes $ae^{-i\nu t}$. The part containing $\sigma_+$ then has one term with phase $e^{-i(\omega_L-\omega_0)t}$ and one with phase $e^{i(\omega_L+\omega_0)t}$. To first order the second builds up an amplitude no larger than about $\Omega/(\omega_L+\omega_0)$, so it is dropped for $\omega_0\gg\Omega,\nu$. With the detuning $\delta=\omega_L-\omega_0$,
$$
H_I=\frac{\hbar\Omega}{2}\sigma_+
\exp\!\left[i\eta(ae^{-i\nu t}+a^\dagger e^{i\nu t})\right]e^{-i\delta t}+{\rm h.c.}
$$

Now expand to first order in $\eta$. For $\delta=-\nu$ the last phase is $e^{i\nu t}$, and the operator multiplying $\hbar\Omega\sigma_+/2$ is
$$
e^{i\nu t}+i\eta a+i\eta a^\dagger e^{2i\nu t}.
$$
The middle term is stationary and accumulates, while the others oscillate. The Hermitian conjugate of $i\sigma_+a$ is $-i\sigma_-a^\dagger$, hence
$$
H_{\rm red}^{(1)}=\frac{i\hbar\eta\Omega}{2}\left(\sigma_+a-\sigma_-a^\dagger\right).
$$
For $\delta=+\nu$ the corresponding operator is $e^{-i\nu t}+i\eta ae^{-2i\nu t}+i\eta a^\dagger$. Its stationary term gives
$$
H_{\rm blue}^{(1)}=\frac{i\hbar\eta\Omega}{2}\left(\sigma_+a^\dagger-\sigma_-a\right).
$$

The factor $i$ is a choice of phase. With $|e'\rangle=i|e\rangle$ one has $i\sigma_+=|e'\rangle\langle g|=\sigma_+'$ and $-i\sigma_-=\sigma_-'$. The red coupling becomes $\hbar\lambda(\sigma_+'a+\sigma_-'a^\dagger)$ with $\lambda=\eta\Omega/2$. This is the Jaynes-Cummings coupling, with motional quanta in the place of photons. The blue coupling becomes $\hbar\lambda(\sigma_+'a^\dagger+\sigma_-'a)$, the anti-Jaynes-Cummings coupling.

The red coupling exchanges an electronic excitation for a motional one and conserves $a^\dagger a+\sigma_+\sigma_-$. The blue coupling creates or removes both together and conserves $a^\dagger a-\sigma_+\sigma_-$. The blue process does not violate energy conservation, because the laser supplies $\hbar(\omega_0+\nu)$.

### Rabi frequencies beyond small $\eta$

The ratio does not require the expansion in $\eta$. It is enough to keep all stationary terms of $H_I$, which connect motional states differing by one quantum. Their strength follows from the elements of $D$.

For $A=i\eta a^\dagger$ and $B=i\eta a$, the commutator is $[A,B]=-\eta^2[a^\dagger,a]=\eta^2$. It is a number, so $e^{A+B}=e^Ae^Be^{-[A,B]/2}$ and
$$
D=e^{-\eta^2/2}e^{i\eta a^\dagger}e^{i\eta a}.
$$
In $\langle n|D|n+1\rangle$, let the right factor remove $l+1$ quanta. The left factor must then restore $l$. Multiplying the square roots from these steps gives
$$
\langle n|D|n+1\rangle
=i\eta e^{-\eta^2/2}\sqrt{n!(n+1)!}
\sum_{l=0}^{n}\frac{(-\eta^2)^l}{l!(l+1)!(n-l)!}.
$$
The associated Laguerre polynomial is
$$
L_n^{(1)}(x)=\sum_{l=0}^{n}\frac{(n+1)!}{l!(l+1)!(n-l)!}(-x)^l .
$$
The sum is therefore $L_n^{(1)}(\eta^2)/(n+1)!$, and $\sqrt{n!(n+1)!}/(n+1)!=1/\sqrt{n+1}$. Writing $\Omega\langle n|D|n+1\rangle=i\Omega_n$,
$$
\Omega_n=\Omega\,\eta\,e^{-\eta^2/2}\frac{L_n^{(1)}(\eta^2)}{\sqrt{n+1}} .
$$
The terms $l=0,1$ and the expansion of the exponential give
$$
\Omega_n\approx\eta\Omega\sqrt{n+1}\left[1-\frac{(n+1)\eta^2}{2}\right].
$$
The simple couplings above thus require $\eta^2(n+1)\ll1$ for the occupied states. In a long pulse the frequency error also accumulates in the phase $\Omega_nt/2$, so $\eta^3\Omega t(n+1)^{3/2}/4\ll1$ is needed as well.

Since $a+a^\dagger$ is a real symmetric matrix in the number basis, $D$ is symmetric too: $\langle n+1|D|n\rangle=\langle n|D|n+1\rangle$. The same $\Omega_n$ therefore governs both sidebands, each time for the motional pair $n,n+1$.

### Oscillation of each pair

On the red sideband, $|g,n+1\rangle$ is coupled only to $|e,n\rangle$. Let their amplitudes be $c_g$ and $c_e$. The Schrödinger equation reads
$$
i\dot c_e=\frac{i\Omega_n}{2}c_g,\qquad
i\dot c_g=-\frac{i\Omega_n}{2}c_e .
$$
Dividing by $i$ gives $\dot c_e=\Omega_nc_g/2$ and $\dot c_g=-\Omega_nc_e/2$. With $c_g(0)=1$ and $c_e(0)=0$, the solution is $c_g=\cos(\Omega_nt/2)$, $c_e=\sin(\Omega_nt/2)$. The excitation probability is
$$
S_n(t)=\sin^2\!\left(\frac{\Omega_nt}{2}\right).
$$
On the blue sideband, $|g,n\rangle$ and $|e,n+1\rangle$ obey the same equations, so the probability is again $S_n$. The state $|g,0\rangle$ has no red partner and stays dark, because there is no quantum to remove.

### Thermal average

A thermal oscillator has populations $p_n=(1-r)r^n$ with $r=e^{-\hbar\nu/k_BT}$. Its mean number is
$$
\bar n=(1-r)\sum_{n=0}^{\infty}nr^n=(1-r)\frac{r}{(1-r)^2}=\frac{r}{1-r}.
$$
Solving for $r$ gives $r=\bar n/(\bar n+1)$.

The red sum begins with the population of $n=1$, which oscillates with $S_0$. Using $p_{n+1}=rp_n$,
$$
P_{\rm red}=\sum_{n=0}^{\infty}p_{n+1}S_n
=r\sum_{n=0}^{\infty}p_nS_n=rP_{\rm blue}.
$$
Whenever $P_{\rm blue}\neq0$,
$$
\boxed{\frac{P_{\rm red}}{P_{\rm blue}}=\frac{\bar n}{\bar n+1}}
$$
for any pulse duration within the isolated-sideband model. Each signal depends on $t$ in a complicated way, but both contain the same functions $S_n$, with weights differing by the common factor $r$.

A measured ratio $R$ gives $\bar n=R/(1-R)$. Near the ground state $R\approx\bar n$. For a hot ion $R\approx1-1/\bar n$, and the method loses sensitivity. Differentiation gives $d\bar n=dR/(1-R)^2=(\bar n+1)^2dR$, so a fixed error in $R$ is strongly magnified at large $\bar n$.

The initial electronic state matters. If the ion starts in $|e\rangle$ and one measures the transfer to $|g\rangle$, red takes $|e,n\rangle$ to $|g,n+1\rangle$ and blue takes $|e,n+1\rangle$ to $|g,n\rangle$. The weights change places, and the red-to-blue ratio becomes $(\bar n+1)/\bar n$.

### The numbers

For $\bar n=0.5$, $r=1/3$. The temperature is $T=\hbar\nu/(k_B\ln3)=43.7$ µK. Since $\eta\Omega/2\pi=1$ kHz, the pulse lasts $1/(2\times1\ {\rm kHz})=500$ µs. The first pairs have these values:

| $n$ | $\Omega_n/2\pi$ (kHz) | $p_n$ | $S_n$ |
|---|---|---|---|
| 0 | 0.9950 | 0.66667 | 0.99994 |
| 1 | 1.4001 | 0.22222 | 0.65432 |
| 2 | 1.7062 | 0.07407 | 0.19828 |
| 3 | 1.9603 | 0.02469 | 0.00389 |
| 4 | 2.1806 | 0.00823 | 0.07838 |

The leading blue contributions are
$$
0.66667\times0.99994+0.22222\times0.65432+0.07407\times0.19828\approx0.8267.
$$
All terms together give $P_{\rm blue}=0.8292$. The red signal pairs each $S_n$ with the next population:
$$
0.22222\times0.99994+0.07407\times0.65432+0.02469\times0.19828\approx0.2756,
$$
and the complete sum is $P_{\rm red}=0.2764$. The ratio is $0.2764/0.8292=0.3333$.

## Comparison of the estimate with the solution

### Why the estimate gives the right ratio

For $\Omega_nt\ll1$ and small $\eta$, $S_n\approx(\eta\Omega t/2)^2(n+1)$. Inserting this in the sums recovers the two estimated signals. At the longer pulse the estimate fails for each signal separately but gives the correct ratio.

This agreement depends on the thermal distribution. The short-pulse argument uses only the mean:
$$
\frac{\sum_n np_n}{\sum_n(n+1)p_n}=\frac{\bar n}{\bar n+1},
$$
whatever the $p_n$. The exact argument uses the constant ratio $p_{n+1}/p_n$.

Poisson populations, $p_n=e^{-\bar n}\bar n^n/n!$, separate the two arguments. They have $p_{n+1}/p_n=\bar n/(n+1)$, so
$$
\frac{P_{\rm red}}{P_{\rm blue}}
=\frac{\sum_np_nS_n\,\bar n/(n+1)}{\sum_np_nS_n}.
$$
This is an average of $\bar n/(n+1)$ with weights $p_nS_n$. For a short pulse $S_n\propto n+1$, and the average is $\bar n/(\bar n+1)$. At the 500 µs pulse $S_0$ is nearly 1 while the next $S_n$ are smaller. The weight moves towards $n=0$, where $\bar n/(n+1)=0.5$, and the ratio rises.

For an incoherent mixture of number states with Poisson populations, diagonalization of the Hamiltonian with all sidebands gives 0.433 at this pulse. Inserting 0.433 in the thermal formula would give $\bar n\approx0.76$ instead of 0.5. For a short pulse with $\eta=0.01$ and $\eta\Omega t=0.05$, computed at the much weaker drive $\Omega/\nu=10^{-5}$ so that the carrier leakage discussed below is negligible, the ratio is 0.3334, close to the estimate.

One measured ratio therefore does not show that the motion is thermal. A ratio that stays constant over all pulse durations says more. It requires
$$
\sum_n(p_{n+1}-Rp_n)\,\frac{1-\cos\Omega_nt}{2}=0
$$
for every $t$. If the $|\Omega_n|$ are nonzero and all different, as in the small-$\eta$ limit, multiplying by $\cos\Omega_mt$ and averaging over a long time isolates one coefficient. Hence $p_{m+1}=Rp_m$ for every $m$, so the populations are thermal. Coherences between number states remain undetected, because in the isolated-sideband model each final state is reached from only one initial state.

### What the neglected carrier does

Both calculations discard the carrier term, which changes the electronic state without changing $n$. It oscillates at $\nu$ but is stronger than the sideband by $1/\eta$. Its first-order amplitude is at most
$$
\left|\frac{\Omega}{2}\int_0^t e^{i\nu t'}dt'\right|\leq\frac{\Omega}{\nu},
$$
so its direct excitation is of order $(\Omega/\nu)^2$ or less.

It also shifts the levels. In the frame rotating with the laser, $|g,n\rangle$ and $|e,n\rangle$ are separated by $\hbar\nu$ and coupled by $\hbar\Omega/2$. Second-order perturbation theory moves them apart by $\hbar(\Omega/2)^2/\nu$ each. To leading order in $\eta$ (the carrier coupling itself decreases slightly with $\eta^2$ and $n$), the transition frequency changes in magnitude by
$$
\Delta=\frac{\Omega^2}{2\nu}.
$$
A pair detuned by $\Delta$ oscillates with depth $\Omega_n^2/(\Omega_n^2+\Delta^2)$ and angular frequency $\sqrt{\Omega_n^2+\Delta^2}$. With the laser at exactly $\omega_0\pm\nu$, nearly full oscillations require $\Delta\ll\eta\Omega$, or $\Omega\ll2\eta\nu$. For small $\eta$ this is stricter than $\Omega\ll\nu$. Moving the laser frequency by $\Delta$ towards the carrier largely compensates the shift.

In the example $\Omega/(2\eta\nu)=0.05$. The depth for $n=0$ falls by about $0.05^2=0.25\%$. The full Hamiltonian gives $P_{\rm red}=0.2757$ and $P_{\rm blue}=0.8271$, both lower than the isolated-sideband sums by about $0.3\%$. The ratio is still 0.3333.

A symmetry explains why the shift disappears from the ratio. In the laser frame, with all sidebands retained,
$$
H_\pm=\mp\frac{\hbar\nu}{2}\sigma_z+\hbar\nu a^\dagger a
+\frac{\hbar\Omega}{2}(\sigma_+D+\sigma_-D^\dagger),
$$
where the upper sign is blue and the lower sign red. Conjugation by $\sigma_x$ reverses $\sigma_z$ and exchanges $\sigma_+$ with $\sigma_-$. Transposition also exchanges $\sigma_+$ with $\sigma_-$, but leaves $\sigma_z$, $D$ and $D^\dagger$ unchanged. Therefore
$$
\sigma_xH_-\sigma_x=H_+^{T}.
$$
The evolution operators obey the same relation. Its element between $\langle g,m|$ and $|e,n\rangle$ gives
$$
\langle e,m|U_{\rm red}|g,n\rangle=\langle e,n|U_{\rm blue}|g,m\rangle .
$$
Let $W_{mn}$ be the squared magnitude of this amplitude. Then $P_{\rm red}=\sum_{mn}p_nW_{mn}$ and $P_{\rm blue}=\sum_{mn}p_mW_{mn}$, so
$$
P_{\rm red}-rP_{\rm blue}=\sum_{m,n}(p_n-rp_m)W_{mn}.
$$
For the intended transition, $m=n-1$, the bracket vanishes for thermal populations. Light shifts change these $W_{mn}$ but cannot affect the difference through them. What remains is leakage into other final states. The argument needs the two detunings to be exactly opposite. A common offset $\varepsilon$ of both, from an error in $\omega_0$ or from a Stark shift by other electronic levels of a real ion, which this two-level model omits, breaks the symmetry. The red pairs are then detuned by $\varepsilon-\Delta$ and the blue pairs by $\varepsilon+\Delta$, and the ratio departs from $r$ unless both are small compared with $\eta\Omega$. For the 50 kHz drive below, an offset $\varepsilon=\Delta$ raises the ratio to about 0.44.

For the example, the largest $|P_{\rm red}-rP_{\rm blue}|$ during one trap period after the nominal end of the pulse is $1.7\times10^{-5}$, compared with $(\Omega/\nu)^2=10^{-4}$. Halving $\Omega$ at fixed $\eta\Omega t$ reduces it to $4.3\times10^{-6}$, a factor of four, as expected for quadratic leakage.

A five times stronger drive, $\Omega/2\pi=50$ kHz with a 100 µs pulse, keeps the same $\eta\Omega t$. Now $\Delta/2\pi=1.25$ kHz against $\eta\Omega/2\pi=5$ kHz. The full signals fall to $P_{\rm red}=0.259$ and $P_{\rm blue}=0.777$, about $6\%$ below the isolated-sideband values. The detuned-pair formula gives 0.258 and 0.775, so the light shift accounts for most of the loss. The ratio is 0.3339, only $0.2\%$ above $1/3$.

There is also a lower limit on the pulse duration. A leakage of order $(\Omega/\nu)^2$ in $P_{\rm red}-rP_{\rm blue}$ changes $R$ by that amount divided by $P_{\rm blue}$, and changes $R$ relative to its own value by that amount divided by $P_{\rm red}$. A small relative error therefore needs the short-pulse red signal to exceed the leakage, $(\eta\Omega t/2)^2\bar n\gg(\Omega/\nu)^2$, or $\eta\nu t\sqrt{\bar n}\gg2$. For $\bar n$ of order one this means $\eta\nu t\gg2$: the pulse must last long enough to resolve the weak sideband beside the carrier. Near the ground state the condition is stricter by the factor $1/\sqrt{\bar n}$. The values used here are listed in the numerical output below.

## Numbers as computed

```
trap frequency nu/2pi = 1000 kHz
carrier Rabi frequency Omega/2pi = 10 kHz
Lamb-Dicke parameter eta = 0.10
mean motional number nbar = 0.50
temperature = 43.68 microkelvin
pulse duration pi/(eta Omega) = 500.0 microseconds
Omega/nu = 0.0100
Omega/(2 eta nu) = 0.0500
eta Omega/2pi = 1.0000 kHz
n=0: Omega_n/2pi = 0.9950 kHz, p_n = 0.66667, S_n = 0.99994
n=1: Omega_n/2pi = 1.4001 kHz, p_n = 0.22222, S_n = 0.65432
n=2: Omega_n/2pi = 1.7062 kHz, p_n = 0.07407, S_n = 0.19828
n=3: Omega_n/2pi = 1.9603 kHz, p_n = 0.02469, S_n = 0.00389
n=4: Omega_n/2pi = 2.1806 kHz, p_n = 0.00823, S_n = 0.07838
sideband sums: P_red = 0.27641, P_blue = 0.82924
full Hamiltonian: P_red = 0.27571, P_blue = 0.82708
predicted ratio nbar/(nbar+1) = 0.33333
full Hamiltonian ratio R = 0.33335
recovered nbar = R/(1-R) = 0.50003
largest |P_red - r P_blue| in one trap period = 1.71e-05
same at half the Rabi frequency = 4.28e-06
(Omega/nu)^2 = 1.00e-04
strong drive Omega/2pi = 50 kHz
strong drive pulse = 100.0 microseconds
strong drive light shift/2pi = 1.250 kHz
strong drive eta Omega/2pi = 5.000 kHz
strong, full: P_red = 0.25935, P_blue = 0.77683
strong, light-shift formula: P_red = 0.25837, P_blue = 0.77512
strong drive ratio = 0.33386
Poisson motion: P_red = 0.35448, P_blue = 0.81801
Poisson ratio, same pulse = 0.43335
Poisson ratio, short pulse (eta = 0.01, eta Omega t = 0.05) = 0.33337
largest thermal ratio error, all tests = 2.4e-06
largest optical approximation error = 6.9e-05
largest exchange symmetry error = 8.7e-14
```
